# Partial-wave impurity scattering with Friedel-sum-rule screening in a semiconductor

## One partial wave in a sphere

Put an impurity at the centre of a large hard sphere of radius $R$ and consider only s waves. Outside the impurity potential the radial function is $\sin(kr+\delta_0)$, and the wall requires

$$k_nR+\delta_0(k_n)=n\pi .$$

Without the impurity, $k_nR=n\pi$. The potential therefore adds $\delta_0(k)/\pi$ states per spin below wavenumber $k$, averaged over one level spacing. With two spins, a donor of charge $Z=1$ is neutralized by one extra electron if $2\delta_0/\pi=1$, so $\delta_0=\pi/2$. An acceptor, $Z=-1$, needs $\delta_0=-\pi/2$. Both give the s-wave cross section $4\pi\sin^2\delta_0/k^2=4\pi/k^2$.

With s waves alone, neutrality fixes the scattering and its sign is invisible. The sign matters once several partial waves share the phase. Attraction and repulsion share it differently, and first Born theory misses this.

## Model and units

The carriers occupy one isotropic parabolic band with spin degeneracy 2, at zero temperature, with Fermi wavenumber $k$. Host atomic units are used: for band mass $m$ (in electron masses) and dielectric constant $\kappa$, the length unit is $a^*=\kappa a_0/m$ and the energy unit is $E^*=mE_h/\kappa^2$. Then $\hbar$, the band mass and the screened squared charge equal one. The carrier's potential energy is

$$V(r)=-\frac{Z}{r}e^{-qr},\qquad Z=\pm1 .$$

The screening parameter $q$ is to be found. One parameter can enforce the total screening charge but not its shape. Friedel oscillations of $V$, exchange-correlation and overlap of impurities are left out. The geometry is three-dimensional: a channel with few occupied subbands needs two-dimensional partial waves, and strongly anisotropic valleys couple different $l$.

## Phase equation and its branch

The radial function obeys

$$u''=\left[\frac{l(l+1)}{r^2}+2V-k^2\right]u .$$

Let $\hat j_l(x)=xj_l(x)$ and $\hat n_l(x)=xy_l(x)$, so that $\hat j_0=\sin x$, $\hat n_0=-\cos x$ and $\hat j_l\hat n_l'-\hat j_l'\hat n_l=1$. Write $u=AF$ and $u'=kAG$, with

$$F=\cos\delta\,\hat j_l-\sin\delta\,\hat n_l,\qquad G=\cos\delta\,\hat j_l'-\sin\delta\,\hat n_l' ,$$

where $A$ and $\delta$ depend on $r$ and the Bessel argument is $kr$. Consistency of the two forms requires

$$A'F+A\delta'F_\delta=0 ,$$

the subscript denoting $\partial/\partial\delta$. The free Bessel equation removes the centrifugal and $k^2$ terms from the radial equation, leaving

$$k(A'G+A\delta'G_\delta)=2VAF .$$

Multiply by $F$, replace $A'F$ by $-A\delta'F_\delta$, and divide by $A$:

$$k\delta'(FG_\delta-F_\delta G)=2VF^2 .$$

In the bracket the products $\hat j_l\hat j_l'$ and $\hat n_l\hat n_l'$ cancel. The rest is $-(\hat j_l\hat n_l'-\hat j_l'\hat n_l)=-1$. Hence

$$\frac{d\delta_l}{dr}=-\frac{2V}{k}\left[\cos\delta_l\,\hat j_l(kr)-\sin\delta_l\,\hat n_l(kr)\right]^2,\qquad \delta_l(0)=0 .$$

The value at large $r$ is the absolute phase: it is continuous in the potential strength and vanishes with it. No multiple of $\pi$ has to be restored.

The equation also gives two properties of the root search. Every $\delta_l$ has the sign of $Z$. And if $q$ increases, $|V|$ falls at every $r$, so the slope at given $\delta$ falls in magnitude, and so does $|\delta_l|$.

## Friedel condition

For general $l$, write $\hat j_l=M\sin\theta_l$ and $\hat n_l=-M\cos\theta_l$. Then $F=M\sin(\theta_l+\delta_l)$ and the levels in the sphere obey

$$\theta_l(k_nR)+\delta_l(k_n)=n\pi .$$

As the potential is switched on continuously, radial levels of one $l$ do not cross, so each keeps its number $n$. A level that becomes bound still occupies its place in the count. The number of levels below $k$ is the integer part of $(\theta_l+\delta_l)/\pi$. Averaged over one spacing, an integer part is its argument minus $1/2$, and this $1/2$ cancels against the free count. There remain $\delta_l/\pi$ added states for each of the $2(2l+1)$ spin and angular components. Neutrality requires

$$\frac{2}{\pi}S=Z,\qquad S=\sum_l(2l+1)\delta_l(k).$$

Since $|S|$ decreases with $q$, there is at most one root. It exists because $|S|$ vanishes for $q\to\infty$ and grows without bound for $q\to0$: the $1/r$ potential then extends to $r\sim1/q$, and with $F^2$ averaging $1/2$ the phase grows as $(1/k)\ln(1/q)$.

At the root all terms of $S$ have one sign and add to $Z\pi/2$, so $|\delta_0|<\pi/2$. This need not hold at trial values of $q$.

## Born phases and the tail of the sum

To first order, $F$ is replaced by $\hat j_l$:

$$\delta_l^B=2kZ\int_0^\infty re^{-qr}j_l^2(kr)\,dr .$$

Averaging $e^{i\mathbf k\cdot(\mathbf r-\mathbf r')}$ over directions of $\mathbf k$, with $|\mathbf r|=|\mathbf r'|=r$ and $c$ the cosine of the angle between them, gives

$$\frac{\sin(krw)}{krw}=\sum_l(2l+1)j_l^2(kr)P_l(c),\qquad w^2=2(1-c).$$

At $c=1$ this says $\sum_l(2l+1)j_l^2=1$, hence

$$\sum_l(2l+1)\delta_l^B=2kZ\int_0^\infty re^{-qr}dr=\frac{2kZ}{q^2}.$$

Setting this equal to $\pi Z/2$ gives the Thomas-Fermi value $q_{TF}^2=4k/\pi$, the same for both signs.

Projecting on $P_l$ gives $j_l^2=\frac12\int_{-1}^1P_l(c)\sin(krw)/(krw)\,dc$. The radial integral is then $\int_0^\infty e^{-qr}\sin(krw)\,dr/(kw)=1/(q^2+k^2w^2)$, so

$$\delta_l^B=kZ\int_{-1}^{1}\frac{P_l(c)\,dc}{q^2+2k^2(1-c)}=\frac Zk Q_l(\zeta),\qquad \zeta=1+\frac{q^2}{2k^2},$$

with $Q_l(\zeta)=\frac12\int_{-1}^1P_l(c)/(\zeta-c)\,dc$. At high $l$ the centrifugal barrier keeps the wave away from the strong part of $V$, and the Born phase suffices. The sum is therefore evaluated as

$$S\simeq\sum_{l=0}^{L}(2l+1)(\delta_l-\delta_l^B)+\frac{2kZ}{q^2}.$$

## Where the sign enters the screening

The forward amplitude is $f(0)=k^{-1}\sum_l(2l+1)e^{i\delta_l}\sin\delta_l$. Its real part contains $\frac12\sin2\delta_l=\delta_l+O(\delta_l^3)$, so $S=k\,\mathrm{Re}f(0)$ through second order in $Z$.

The second Born term follows from the outgoing Green function $-e^{ikR}/(2\pi R)$:

$$f_2(0)=\frac1{4\pi^2}\int d^3R\,e^{-i\mathbf k\cdot\mathbf R}\frac{e^{ikR}}R C(R),\qquad C(R)=\int V(\mathbf r)V(\mathbf r+\mathbf R)\,d^3r .$$

The transform of $V$ is $-4\pi Z/(p^2+q^2)$. Differentiating the pair $1/(p^2+q^2)\leftrightarrow e^{-qR}/(4\pi R)$ with respect to $q$ gives $1/(p^2+q^2)^2\leftrightarrow e^{-qR}/(8\pi q)$. Thus $C=2\pi Z^2e^{-qR}/q$. The angular integral of the plane wave is $4\pi\sin(kR)/(kR)$, and

$$\mathrm{Re}f_2(0)=\frac{2Z^2}{qk}\int_0^\infty\tfrac12\sin(2kR)e^{-qR}dR=\frac{2Z^2}{q(q^2+4k^2)} .$$

Therefore

$$S=\frac{2kZ}{q^2}+\frac{2kZ^2}{q(q^2+4k^2)}+O(Z^3).$$

Multiplying $S=\pi Z/2$ by $2q^2/(\pi Z)$ gives

$$q^2=\frac{4k}{\pi}\left[1+\frac{Zq}{q^2+4k^2}+O(Z^2)\right],\qquad \frac{q}{q_{TF}}-1\simeq\frac{Zq_{TF}}{2(q_{TF}^2+4k^2)} .$$

An attractive centre draws in more electrons than linear response predicts, so neutrality needs a shorter-ranged potential. A repulsive centre expels fewer and needs a longer-ranged one. At $k=5/a^*$ the estimated relative shift is $2.5231/[2(6.366+100)]=0.0119$. Half the computed difference $q_+-q_-$, divided by $q_{TF}$, is $0.0118$.

## Transport cross section

With $a_l=e^{i\delta_l}\sin\delta_l$ the amplitude is $f=k^{-1}\sum_l(2l+1)a_lP_l(c)$. Momentum loss weights $|f|^2$ by $1-c$. Orthogonality and $(2l+1)cP_l=(l+1)P_{l+1}+lP_{l-1}$ give

$$\sigma_{tr}=\frac{4\pi}{k^2}\left[\sum_l(2l+1)|a_l|^2-2\sum_l(l+1)\mathrm{Re}(a_la_{l+1}^*)\right].$$

The first sum equals $\sum_l(l+1)(|a_l|^2+|a_{l+1}|^2)$, so the bracket is $\sum_l(l+1)|a_l-a_{l+1}|^2$. Since $a_l=(e^{2i\delta_l}-1)/2i$,

$$\sigma_{tr}=\frac{4\pi}{k^2}\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1}).$$

In first Born theory $f_B=2Z/[q^2+2k^2(1-c)]$. With $s=q^2+2k^2(1-c)$,

$$\sigma_B=\frac{2\pi Z^2}{k^4}\int_{q^2}^{q^2+4k^2}\left(\frac1s-\frac{q^2}{s^2}\right)ds=\frac{2\pi Z^2}{k^4}\left[\ln(1+b)-\frac b{1+b}\right],\quad b=\frac{4k^2}{q^2}.$$

It depends on $Z^2$, and $q_{TF}$ has no sign dependence either.

## Scheme

With $x=kr$ and $t=\ln x+x$, one has $dx/dt=x/(1+x)$ and

$$\frac{d\delta_l}{dt}=\frac{2Z}{k}\frac{e^{-qx/k}}{1+x}F^2 .$$

Equal steps in $t$ are logarithmic near the origin and uniform in the oscillating region. Since $\hat j_l^2\propto x^{2l+2}$ at small $x$, the starting value is $\delta_l(x_0)=(2Z/k)\hat j_l^2(x_0)/(2l+2)$.

```
tabulate x, j_hat, n_hat at full and half steps of t
function S(Z, k, q):
    start delta[l] at x0 for l = 0..L
    advance delta by fourth-order Runge-Kutta to x_max
    find Q_l by downward recurrence; scale to known Q_0
    return sum (2l+1)(delta - delta_Born) + 2kZ/q^2
for each k and sign Z:
    bracket q between q_TF/5 and 5 q_TF; check the bracket
    repeat 30 times:
        q = geometric mean of the bracket
        if (2/pi) S/Z > 1: raise lower end to q
        else: reduce upper end to q
    check the residual |(2/pi) S - Z|
    append Born phases for l > L; sum sigma_tr
```

**Cost.** The Bessel tables depend on $x$ alone and serve every $k$, $q$ and sign. One evaluation of $S$ costs four slope evaluations per step for $L+1$ phases. With $x_0=10^{-3}$, $x_{max}=45$ and step 0.03 there are about 1860 steps; here $L=10$. Thirty bisections reduce the logarithmic bracket $2\ln5$ to $3\times10^{-9}$.

**Stability.** The functions $Q_l$ decay with $l$ while the other solution of their recurrence grows, so the recurrence must run downward. At small $x$, $\hat n_l$ is huge but multiplies a phase of order $x^{2l+2}$; the consistent starting value preserves this balance. Halving the step changed no phase in the example by more than about $10^{-6}$ rad.

**Failure modes.**

- An arctangent returns phases modulo $\pi$. Losing $\pi$ in the s wave changes the electron count by 2. At $k=0.1$ and $q=q_{TF}$ the attractive count is 2.50; that loss would make it 0.50 and reverse the bisection step.
- The integration must end where $qx_{max}/k\gg1$. The least favourable root here, repulsion at $k=5$, has $qx_{max}/k\approx22$.
- The bracket scales with $q_{TF}\propto\sqrt k$, but the attractive root tends to about $1.19/a^*$ at small $k$ (see below). For $k$ below about 0.044 it lies above $5q_{TF}$, and the upper end must be raised.
- At larger $k$ more partial waves matter. Check that $S$ and $\sigma_{tr}$ stay steady when $L$ and the number of Born phases are raised.

The absolute phases were tested against numbered levels of a diagonalized sphere for $l=0,1$ and both signs, including a case with a bound state. The Friedel sums at $k=1$ were tested with directly integrated wave functions and no Born tail.

## Worked case: $k=1/a^*$

The Thomas-Fermi value is $q_{TF}=1.128/a^*$. If it is kept, the phases give electron numbers $1.239$ and $-0.833$ instead of $\pm1$. The sum rule gives $q_+=1.271/a^*$ and $q_-=1.034/a^*$.

The attractive phases for $l=0$ to 3 are 0.8946, 0.1441, 0.0318 and 0.0080 rad. The repulsive ones are $-0.5656$, $-0.1709$, $-0.0549$ and $-0.0180$ rad. Both sets obey the same sum rule, but the s wave carries $0.8946/(\pi/2)=57\%$ of the attractive sum and 36% of the repulsive one. Transport depends on differences between neighbouring phases, so the concentrated set scatters more:

$$\sigma_+\simeq4\pi\left[\sin^2(0.7504)+2\sin^2(0.1123)+3\sin^2(0.0238)\right]=6.18\,a^{*2}.$$

The same three terms give $2.25\,a^{*2}$ for repulsion. The full sums are 6.18 and $2.25\,a^{*2}$, a ratio of 2.74, while Born theory gives $4.16\,a^{*2}$ for both. With full phases but $q_{TF}$ the values are 7.09 and $1.96\,a^{*2}$, a ratio of 3.6. At this density the sum rule reduces the asymmetry but does not remove it.

For mobility take round parameters $m=0.1$ and $\kappa=12$, so $a^*=6.35$ nm. The electron density is $n=k^3/(3\pi^2)=0.03377\,a^{*-3}=1.32\times10^{17}\,\mathrm{cm^{-3}}$. Let $N_D=1.5n$ and $N_A=0.5n$, all ionized. Independent scattering gives

$$\frac1\tau=k(N_D\sigma_++N_A\sigma_-)=0.03377(1.5\times6.183+0.5\times2.254)=0.3513 .$$

The mobility unit is $612.6\ \mathrm{cm^2/(V\,s)}$, so $\mu=612.6/0.3513\approx1740\ \mathrm{cm^2/(V\,s)}$, or $0.174\ \mathrm{m^2/(V\,s)}$. Born theory gives about 2180 and full phases with $q_{TF}$ about $1560\ \mathrm{cm^2/(V\,s)}$. Relative to the full Friedel result, these are 25% high and 10% low.

The conditions are only partly met. The gas is fairly dilute, with $n^{1/3}a^*=0.32$ and $r_s=(3/4\pi n)^{1/3}/a^*=1.9$, so the neglected exchange-correlation need not be small. The Fermi energy of 9.4 meV restricts the result to temperatures well below about 110 K. The mean free path is $k\tau=2.8\,a^*$, so $k$ times the path is 2.8, not much larger than one. Corrections from multiple scattering may be appreciable; the mobilities compare three treatments within one model.

## High and low density

The ratio $\sigma_+/\sigma_-$ falls from 2.74 at $k=1$ to 1.81 at $k=2$ and 1.24 at $k=5$. Even there, each sign differs from Born by about 10%. The mean of the two cross sections is within 1% of Born at $k=5$, because terms odd in $Z$ cancel in it. The mean stays within about 1% of Born down to $k=1$, but is 12% below it at $k=0.5$. Within this model, comparable numbers of donors and acceptors can thus hide errors that a one-sided sample shows, for $k\gtrsim1$. The model itself fails as compensation becomes strong, because the ions then far outnumber the carriers. With $N_D+N_A=20n$, a sphere of radius $1/q_{TF}$ holds $(4\pi/3)(N_D+N_A)/q_{TF}^3\approx2$ ions at $k=1$ and 22 at $k=5$, so they are not screened independently. Even a one-sided sample has about one ion per sphere at $k=5$.

For $k\to0$ with attraction, suppose $q$ stays finite. Phases with $l\ge1$ then vanish as $k^{2l+1}$, and the sum rule forces $\delta_0\to\pi/2$. Hence $k\cot\delta_0\to0$: the zero-energy wave becomes flat outside the potential, which is the threshold for a bound state. Lowering $q$ from large values meets the first threshold first, and monotonicity excludes another root. The computed threshold is $q=1.191/a^*$; at $k=0.1$ the root is $q_+=1.179/a^*$, although $q_{TF}=0.357/a^*$.

This root lies just below threshold, so one s level is bound and holds two electrons. The s-wave count is $2\delta_0/\pi=0.999$; the s continuum therefore contributes $0.999-2\approx-1$ electron. The cross section, $1257\,a^{*2}$, agrees with $4\pi/k^2$ to the digits shown.

Repulsion cannot reach $\delta_0=-\pi/2$ with a finite range as $k\to0$. At fixed $q$ every repulsive phase vanishes with $k$, so $q_-$ must fall too: it is $0.675/a^*$ at $k=0.5$ and $0.223/a^*$ at $k=0.1$. At $k=0.1$ higher waves keep a share of the sum, and $\sigma_-=511\,a^{*2}$. Born theory with $q_{TF}$ gives $2145\,a^{*2}$ for both signs. Its s phase has magnitude $Q_0(\zeta)/k=1.37$ rad, which is not small, so first order cannot be trusted here.

With $q_{TF}$ at $k=0.1$ the order reverses: 154 for attraction and $207\,a^{*2}$ for repulsion. For attraction the sum $\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1})$ is then only $154/1257=0.12$, because the s and p phases, 3.57 and 0.11 rad, differ by only 0.32 rad more than $\pi$, although the phases count 2.50 electrons. This limit tests the algorithm. In a real dilute sample, carriers localize on donors and the uniform electron gas assumed here is lost.

The numerical output below lists the remaining wavenumbers.

## Computed results

```
Host units: k and q in 1/a*, cross sections in a*^2
Screening: + attractive, - repulsive, TF Thomas-Fermi
k=0.1 q_TF=0.3568 q+=1.1789 q-=0.2233
k=0.5 q_TF=0.7979 q+=1.0974 q-=0.6753
k=1.0 q_TF=1.1284 q+=1.2714 q-=1.0337
k=2.0 q_TF=1.5958 q+=1.6679 q-=1.5333
k=3.0 q_TF=1.9544 q+=2.0033 q-=1.9086
k=5.0 q_TF=2.5231 q+=2.5531 q-=2.4936
Friedel charge (units of e) if q_TF is kept
k=0.1 charge+=2.4981 charge-=-0.3961
k=0.5 charge+=1.5816 charge-=-0.7061
k=1.0 charge+=1.2391 charge-=-0.8334
k=2.0 charge+=1.0888 charge-=-0.9214
k=3.0 charge+=1.0495 charge-=-0.9528
k=5.0 charge+=1.0236 charge-=-0.9765
Transport cross section with Friedel q; Born with q_TF
k=0.1 sigma+=1257 sigma-=510.8 Born=2145 ratio+/-=2.460
k=0.5 sigma+=45.49 sigma-=13.3 Born=33.5 ratio+/-=3.420
k=1.0 sigma+=6.183 sigma-=2.254 Born=4.163 ratio+/-=2.743
k=2.0 sigma+=0.5662 sigma-=0.3133 Born=0.441 ratio+/-=1.807
k=3.0 sigma+=0.1322 sigma-=0.08929 Born=0.1117 ratio+/-=1.481
k=5.0 sigma+=0.02075 sigma-=0.01668 Born=0.01886 ratio+/-=1.244
Transport cross section from full phases with q_TF
k=0.1 sigma+=154 sigma-=206.5
k=0.5 sigma+=52.76 sigma-=9.927
k=1.0 sigma+=7.088 sigma-=1.96
k=2.0 sigma+=0.5942 sigma-=0.2968
k=3.0 sigma+=0.1355 sigma-=0.0868
k=5.0 sigma+=0.02097 sigma-=0.01649
Phases at k=1, l=0,1,2,3 (rad)
Friedel +: 0.89455 0.14412 0.03182 0.00801
Friedel -: -0.56558 -0.17092 -0.05487 -0.01803
Born + q_TF: 0.71054 0.16288 0.04460 0.01306
Wave-function Friedel charges at k=1: 0.999999 -0.999987 e
k=5 relative q splitting: computed 0.01179, second order 0.01186
First bound-state threshold q: 1.19061 1/a*
k=0.1 attractive s phase: 1.56859 rad
k=0.1 s-wave ceiling 4 pi/k^2: 1256.64 a*^2
Largest box phase difference: 1.2e-07 rad
Largest step-halving phase change: 9.8e-07 rad
Model mass: 0.1 m_e; dielectric constant: 12
Length a*: 6.3501 nm
Energy unit: 18.897 meV
Fermi energy at k=1: 9.448 meV
Electron density at k=1: 0.033774 a*^-3 = 1.3190e+17 cm^-3
Donors/n: 1.5; acceptors/n: 0.5
Mobility unit e t*/m: 612.63 cm^2/(V s)
Mobility, Born with q_TF: 2178.7 cm^2/(V s)
Mobility, full phases with q_TF: 1562.0 cm^2/(V s)
Mobility, full phases with Friedel q: 1743.9 cm^2/(V s)
```
